# Random-sign noise of the electron count for a zero-temperature projector: a program that tests the result

```python
# Result under test: for a real symmetric projector P (trace N, M sites) and a
# vector x of independent random signs, the estimate x^T P x of the electron
# count has mean N and variance 2*(N - sum_i P_ii^2). On a half-filled bipartite
# lattice with equal site energies and no zero modes this equals M/2 = N.
# H: hopping matrix, energies in units of the hopping t; one spin channel
# unless stated. Variances are found by listing every sign vector, or by
# sampling for the large ring.
import math
import numpy as np

rng = np.random.default_rng(12345)


def all_vectors(sites, letters):
    """Every vector whose entries are taken from the given letters."""
    q = len(letters)
    codes = np.arange(q**sites)[:, None] // q**np.arange(sites)
    return np.asarray(letters)[codes % q]


def estimates(P, X):
    return np.real(np.sum((X.conj() @ P) * X, axis=1))


def enumerate_signs(P):
    values = estimates(P, all_vectors(len(P), [-1.0, 1.0]))
    return values.mean(), values.var(), values


def projector(H, electrons):
    energies, C = np.linalg.eigh(H)
    assert energies[electrons] - energies[electrons - 1] > 1e-6
    occupied = C[:, :electrons]
    return occupied @ occupied.conj().T


def variance_formula(P):
    return 2 * (np.trace(P).real - np.sum(np.diag(P).real**2))


def square_lattice(nx, ny, disorder=0.0):
    H = np.zeros((nx * ny, nx * ny))
    for x in range(nx):
        for y in range(ny):
            i = x * ny + y
            for j, inside in ((i + 1, y + 1 < ny), (i + ny, x + 1 < nx)):
                if inside:
                    hop = 1 + disorder * rng.uniform(-1, 1)
                    H[i, j] = H[j, i] = -hop
    S = np.array([(-1.0)**(x + y) for x in range(nx) for y in range(ny)])
    return H, S


def ring(sites, flux=0.0):
    """Uniform ring; the whole flux phase sits on the closing bond."""
    H = np.zeros((sites, sites), dtype=complex if flux else float)
    for i in range(sites - 1):
        H[i, i + 1] = H[i + 1, i] = -1
    phase = np.exp(1j * flux) if flux else 1.0
    H[sites - 1, 0] = -phase
    H[0, sites - 1] = -np.conj(phase)
    return H


def close(a, b, tol=1e-9):
    return abs(a - b) < tol


# General projector with an uneven diagonal
Qr, _ = np.linalg.qr(rng.normal(size=(10, 3)))
P = Qr @ Qr.T
mean, var, _ = enumerate_signs(P)
bound = 2 * 3 * (1 - 3 / 10)
assert close(mean, 3) and close(var, variance_formula(P))
assert var < bound
print("Random projector: sites 10, electrons 3")
print(f"  sum of P_ii^2 = {np.sum(np.diag(P)**2):.6f}")
print(f"  variance, all sign vectors = {var:.6f}")
print(f"  variance, formula = {variance_formula(P):.6f}")
print(f"  upper bound 2N(1-N/M) = {bound:.6f}")

# Uniform diagonal away from half filling reaches the bound
_, var, _ = enumerate_signs(projector(ring(10), 3))
assert close(var, bound)
print(f"Ring, 10 sites, 3 electrons: variance = {var:.6f}")

# Half-filled open 3 x 4 square lattice
H0, S = square_lattice(3, 4)
M, N = 12, 6
levels = np.linalg.eigvalsh(H0)
P = projector(H0, N)
mean, var, values = enumerate_signs(P)
same = np.equal.outer(S, S) & ~np.eye(M, dtype=bool)
assert np.allclose(np.diag(P), 0.5) and np.allclose(P[same], 0)
assert close(mean, N) and close(var, M / 2)
print("Open 3x4 square lattice: sites 12, electrons 6")
print(f"  sign vectors listed = {len(values)}")
print(f"  smallest |level| = {np.min(abs(levels)):.6f} t")
print(f"  P_ii, smallest and largest = {np.diag(P).min():.6f}, "
      f"{np.diag(P).max():.6f}")
print(f"  P between corner and its neighbour on the long edge = {P[0, 1]:.6f}")
print(f"  largest |P_ij|, same sublattice, i not j = {abs(P[same]).max():.1e}")
print(f"  sum of P_ii^2 = {np.sum(np.diag(P)**2):.6f}")
print(f"  mean estimate = {mean:.6f} electrons")
print(f"  variance = {var:.6f}")
print(f"  standard deviation = {math.sqrt(var):.6f} electrons")
print(f"  relative standard deviation = {100*math.sqrt(var)/N:.2f} %")
print(f"  lowest and highest estimate = {values.min():.4f}, "
      f"{values.max():.4f} electrons")
print(f"  vectors needed for 1 % error = {math.ceil(var/(0.01*N)**2)}")

# Disordered hoppings leave the result unchanged
Hd, _ = square_lattice(3, 4, disorder=0.5)
Pd = projector(Hd, N)
_, var, _ = enumerate_signs(Pd)
assert np.allclose(np.diag(Pd), 0.5) and close(var, M / 2)
print("Same lattice, hoppings drawn between 0.5 t and 1.5 t")
print(f"  smallest |level| = {np.min(abs(np.linalg.eigvalsh(Hd))):.6f} t")
print(f"  variance = {var:.6f}")

# Staggered site energy makes the diagonal uneven and lowers the noise
delta = 1.0
Ps = projector(H0 + delta * np.diag(S), N)
_, var, _ = enumerate_signs(Ps)
e, C = np.linalg.eigh(H0)
root_diag = (C**2) @ (1 / np.sqrt(e**2 + delta**2))
predicted = M / 2 - delta**2 / 2 * np.sum(root_diag**2)
assert close(var, predicted) and var < M / 2 - 0.1
print(f"Same lattice, staggered site energy {delta:.1f} t")
print(f"  P_ii, smallest and largest = {np.diag(Ps).min():.6f}, "
      f"{np.diag(Ps).max():.6f}")
print(f"  variance, all sign vectors = {var:.6f}")
print(f"  variance, formula = {predicted:.6f}")

# Zero modes on the open 4 x 4 lattice
Hz, Sz = square_lattice(4, 4)
e, C = np.linalg.eigh(Hz)
zero = abs(e) < 1e-9
n0 = int(zero.sum())
negative = C[:, e < -1e-9] @ C[:, e < -1e-9].T
Z = C[:, zero] @ C[:, zero].T
P_half = negative + Z / 2
_, var_half, _ = enumerate_signs(P_half)
P_one = negative + Z @ np.diag((1 + Sz) / 2)
assert np.allclose(P_one @ P_one, P_one) and close(np.trace(P_one), 8)
_, var_one, _ = enumerate_signs(P_one)
assert n0 > 0 and np.allclose(np.diag(P_half), 0.5)
assert close(var_half, (16 - n0) / 2)
assert close(var_one, variance_formula(P_one)) and var_one < 8 - 1e-3
print("Open 4x4 square lattice: sites 16, electrons 8")
print(f"  zero modes = {n0}")
print(f"  variance, zero modes half occupied = {var_half:.6f}")
print(f"  variance, zero modes of one sublattice filled = {var_one:.6f}")

# Complex projector: signs against fourth roots of unity
flux = 1.5
Pc = projector(ring(6, flux), 3)
_, var_sign, _ = enumerate_signs(Pc)
off = ~np.eye(6, dtype=bool)
real_part_formula = 2 * np.sum(Pc.real[off]**2)
var_phase = estimates(Pc, all_vectors(6, [1, 1j, -1, -1j])).var()
assert close(var_sign, real_part_formula)
assert abs(var_sign - variance_formula(Pc)) > 1e-2
assert close(var_phase, variance_formula(Pc) / 2)
# Same flux spread evenly over the bonds by a change of gauge
gauge = np.exp(1j * flux * np.arange(6) / 6)
candidates = [g.conj()[:, None] * Pc * g[None, :]
              for g in (gauge, gauge.conj())]
P_even = min(candidates, key=lambda A: np.abs(A.imag).max())
assert np.abs(P_even.imag).max() < 1e-9
_, var_even, _ = enumerate_signs(P_even)
assert close(var_even, 3)
print(f"Six-site ring, 3 electrons, flux phase {flux:.1f} rad on one bond")
print(f"  variance, random signs = {var_sign:.6f}")
print(f"  variance, random fourth roots of unity = {var_phase:.6f}")
print(f"  variance, random signs, phase spread evenly = {var_even:.6f}")

# Two spin channels of the six-site ring
_, _, one_spin = enumerate_signs(projector(ring(6), 3))
independent = np.add.outer(one_spin, one_spin).var()
shared = (one_spin + one_spin).var()
assert close(independent, 6) and close(shared, 12)
print("Six-site ring without flux, both spins, 6 electrons")
print(f"  variance, independent vectors = {independent:.6f}")
print(f"  variance, one shared vector = {shared:.6f}")

# Large ring by sampling: size scaling and averaging over vectors
M, N, samples, K = 402, 201, 20000, 25
P = projector(ring(M), N)
X = rng.integers(0, 2, size=(samples, M)) * 2.0 - 1
values = estimates(P, X)
var = values.var(ddof=1)
fourth = np.mean((values - values.mean())**4)
error = math.sqrt((fourth - var**2) / samples)
assert abs(values.mean() - N) < 5 * math.sqrt(N / samples)
assert abs(var - N) < 5 * error
block_var = values.reshape(-1, K).mean(axis=1).var(ddof=1)
blocks = samples // K
# Block means are nearly Gaussian, so their variance scatters by sqrt(2/blocks)
assert abs(block_var / (N / K) - 1) < 5 * math.sqrt(2 / blocks)
print(f"Ring: sites {M}, electrons {N}, sampled vectors {samples}")
print(f"  sampled mean = {values.mean():.3f} electrons")
print(f"  sampled variance = {var:.2f}, standard error {error:.2f}")
print(f"  predicted relative deviation, one vector = {100/math.sqrt(N):.2f} %")
print(f"  variance of means over {K} vectors: sampled {block_var:.2f}, "
      f"predicted {N/K:.2f}")
print(f"  vectors needed for 1 % error = {math.ceil(1/(N*0.01**2))}")

print("every check passed")
```

Running it gives:

```
Random projector: sites 10, electrons 3
  sum of P_ii^2 = 1.157171
  variance, all sign vectors = 3.685658
  variance, formula = 3.685658
  upper bound 2N(1-N/M) = 4.200000
Ring, 10 sites, 3 electrons: variance = 4.200000
Open 3x4 square lattice: sites 12, electrons 6
  sign vectors listed = 4096
  smallest |level| = 0.203820 t
  P_ii, smallest and largest = 0.500000, 0.500000
  P between corner and its neighbour on the long edge = 0.335410
  largest |P_ij|, same sublattice, i not j = 7.3e-16
  sum of P_ii^2 = 3.000000
  mean estimate = 6.000000 electrons
  variance = 6.000000
  standard deviation = 2.449490 electrons
  relative standard deviation = 40.82 %
  lowest and highest estimate = 0.0181, 11.9819 electrons
  vectors needed for 1 % error = 1667
Same lattice, hoppings drawn between 0.5 t and 1.5 t
  smallest |level| = 0.093390 t
  variance = 6.000000
Same lattice, staggered site energy 1.0 t
  P_ii, smallest and largest = 0.154418, 0.845582
  variance, all sign vectors = 3.468253
  variance, formula = 3.468253
Open 4x4 square lattice: sites 16, electrons 8
  zero modes = 4
  variance, zero modes half occupied = 6.000000
  variance, zero modes of one sublattice filled = 7.480000
Six-site ring, 3 electrons, flux phase 1.5 rad on one bond
  variance, random signs = 2.308849
  variance, random fourth roots of unity = 1.500000
  variance, random signs, phase spread evenly = 3.000000
Six-site ring without flux, both spins, 6 electrons
  variance, independent vectors = 6.000000
  variance, one shared vector = 12.000000
Ring: sites 402, electrons 201, sampled vectors 20000
  sampled mean = 201.146 electrons
  sampled variance = 201.95, standard error 1.98
  predicted relative deviation, one vector = 7.05 %
  variance of means over 25 vectors: sampled 8.23, predicted 8.04
  vectors needed for 1 % error = 50
every check passed
```
